Polarization reversal by one of two octahedral distortions in hybrid improper ferroelectrics

1. The physical situation

In a layered perovskite the metal–oxygen octahedra can rotate about the layer normal and tilt about an axis in the layer. Neither distortion alone carries a dipole moment, yet the two together can produce a polarization. An electric field acts on the polarization, so a switching model must say what happens to the two nonpolar distortions when the polarization reverses. The answer derived here is that exactly one of them reverses. It holds in zero field when the polar mode, apart from its coupling to the product of the two distortions, is stable at the actual rotation and tilt angles and has no negative quartic term, and when the trilinear term PRT is the only coupling odd in P that matters. Section 8 shows how it can fail when the mode is unstable there.

The variables are

P: polarization component along the tilt axis, in C/m²
R: signed rotation angle about the layer normal, in rad
T: signed tilt angle about the in-plane axis n = [110]/√2, in rad

The description is a uniform mean-field one. Each variable has one component, so the tilt axis is fixed and only the signs and magnitudes of R and T can change.

2. Signs of the modes under symmetry

Consider one bilayer: two square layers of corner-linked octahedra, with centres at in-plane sites (i, j) and layer index l = 0 or 1. For small angles, an oxygen at position r from the centre of its octahedron moves by

u = ω × r,

where the axial vector ω of that octahedron is

ω = (−1)^(i+j) R z + (−1)^(i+j+l) T n,

and z is the unit vector along the layer normal. The rotation alternates in the plane and is equal in the two layers. The tilt alternates both in the plane and between the layers.

This pattern keeps the corners linked. In-plane neighbours have opposite ω and see their shared oxygen at opposite r, so both octahedra give it the same u. For the oxygen shared between the layers the same holds for the tilt, while the rotation gives z × z = 0.

Three operations of the undistorted bilayer fix the coupling.

Translation by one in-plane lattice constant changes i + j by one. Both alternating patterns change sign, and the uniform polarization does not:

(P, R, T) → (P, −R, −T).

Inversion about the bilayer centre takes site (i, j, l) to (−i, −j, 1−l). An axial vector is unchanged by inversion, and so is the parity of i + j, but the layers are exchanged. The rotation therefore keeps its sign and the tilt changes sign. The polarization is a polar vector and reverses:

(P, R, T) → (−P, R, −T).

Inversion followed by the translation gives

(P, R, T) → (−P, −R, T).

The last two lines already contain the physics. A state with one distortion reversed is the inverted image of the original state, up to a translation. A state with both reversed is the original state displaced by a lattice constant, and a displacement cannot change the polarization.

Besides the translation and the inversion, the third operation is the mirror whose normal is the tilt axis. It acts on P, R and T as inversion followed by the translation does, but it is a different operation: that one reverses every component of the polarization, while the mirror reverses only the component along n. A mirror keeps the component of an axial vector along its normal and reverses the components in its plane. It takes (i, j) to (−j, −i) in the same layer, so the parity of i + j is kept. Thus T is unchanged, R reverses, and P along n reverses. The product PRT is invariant. The in-plane polarization perpendicular to n does not change under this mirror, so its product with RT changes sign and is forbidden. This is why P is taken along the tilt axis.

In a crystal of many bilayers, RT is assumed to have the same sign in each, so that their polarizations add.

These signs belong to the pattern chosen. In a slab of one or three layers the inversion centre lies at the centre of an octahedron; it keeps R and T and reverses P, so PRT is forbidden. In a bilayer whose rotation alternates between the layers, inversion reverses P, R and T together, and PRT is again forbidden.

3. The lowest coupling

A term P^i R^j T^k (i, j, k are now powers) is multiplied by (−1)^(j+k) under the translation and by (−1)^(i+k) under the inversion. Both factors must be +1. Hence j and k have the same parity, and i and k have the same parity: the powers are all even or all odd. The lowest term odd in P has i = j = k = 1, which is the trilinear coupling.

At fixed R and T, and in zero field, keep the following part of the free-energy density, in J/m³:

f(P) = (A/2) P² + (b/4) P⁴ + γPRT,
A = a + g_R R² + g_T T².

The coefficients g_R and g_T describe how the distortions stiffen or soften the polar mode. Higher terms odd in P, such as P³RT, PR³T and PRT³, are allowed by symmetry but omitted. The results below hold for this truncated energy; a large P³RT term can create a second minimum in P even when A and b are positive. With angles in radians, γ has the unit V/m. If an implementation stores both angles in degrees, γ, g_R and g_T must each be multiplied by (π/180)².

The sign of γ is a convention, because redefining the positive sense of one distortion reverses it. R and T must also be read from a structure with one common origin. Moving the origin by one in-plane lattice constant reverses both signs and leaves RT unchanged, whereas using different origins for the two modes can give a false sign of RT. The same layer must also be labelled l = 0 in all structures compared, because exchanging the layer labels reverses T alone.

4. Proof of the reversal rule

Assume

A > 0, b ≥ 0, γ ≠ 0, R ≠ 0, T ≠ 0.

Write s = γRT. Setting df/dP = 0 gives

h(P) = AP + bP³ = −s.

The slope is

h′(P) = A + 3bP² ≥ A > 0,

so h increases strictly. It runs from −∞ to +∞, and therefore takes the value −s at one and only one P. Since f″ = h′ > 0, this point is the minimum. It is nonzero because h(0) = 0 while s ≠ 0, and its sign is opposite to that of s.

Now reverse R without changing its magnitude. A contains only squares and is unchanged, while s becomes −s. Because h is odd,

h(−P) = −h(P) = s = −(−s),

so −P solves the new equation, and by uniqueness it is the new equilibrium. The same argument applies to T. If both distortions reverse, s is unchanged and so is P. In summary,

P(−R, T) = P(R, −T) = −P(R, T),
P(−R, −T) = P(R, T).

The converse also follows. At equilibrium the sign of P is opposite to that of γRT. Between states related by sign changes, P can reverse only if RT reverses, and RT reverses only if exactly one factor does. If the reversed distortion ends with a different magnitude, A must be evaluated again. As long as it is still positive, and terms such as PR³T are negligible beside PRT, P changes sign, but its magnitude generally changes too.

5. Limits and numerical solution of the response

For b = 0 and a given value of A, the polarization is proportional to the product of the distortions:

P = −γRT/A.

For small positive b, put P = −s/A + δ into the equilibrium condition. To first order in b,

Aδ + b(−s/A)³ = 0, so δ = bs³/A⁴,
P ≈ −s/A + bs³/A⁴.

The correction opposes the leading term, with relative size bs²/A³, which must be small. In the opposite regime, bs²/A³ ≫ 1, the quartic stiffness dominates and |P| ≈ (|s|/b)^(1/3). Both limits are odd in s.

For a general b, Newton's method can be started at P = −s/A. Take s < 0, so that P > 0. There h is convex, and the start lies at or above the root because h(−s/A) ≥ −s. Newton steps on an increasing convex function from that side approach the root without overshooting. The case s > 0 follows by symmetry.

As an example, take A = 2.0×10⁹ J m/C², b = 5.0×10¹⁰ J m⁵/C⁴, γ = 5.0×10⁹ V/m and R = T = 0.2 rad. Then s = 2.0×10⁸ V/m. The linear formula gives −0.100 C/m², and solving the cubic equation gives −0.0848 C/m². With R = −0.2 rad the solution is +0.0848 C/m². The quartic term changes the magnitude and leaves the reversal intact.

6. Equilibrium of all three variables

So far R and T were prescribed. To let them find their own values, take b = 0 and constant A = a > 0, and use

F = aP²/2 + γPRT − α_R R²/2 + β_R R⁴/4
  − α_T T²/2 + β_T T⁴/4 + cR²T²/2,

with positive α_R, α_T, β_R and β_T. The negative quadratic terms make both distortions unstable at zero, while P has no instability of its own. Completing the square,

aP²/2 + γPRT = (a/2)(P + γRT/a)² − γ²R²T²/(2a).

The minimum over P removes the first term on the right. What remains changes c to

c′ = c − γ²/a.

The polarization thus lowers the energy of having both distortions together. With x = R² and y = T²,

F = −α_R x/2 − α_T y/2 + (β_R x² + 2c′xy + β_T y²)/4.

This is strictly convex in (x, y) if D = β_R β_T − c′² > 0. Its stationary conditions are

β_R x + c′y = α_R,
c′x + β_T y = α_T,

with the solution

R0² = (α_R β_T − c′α_T)/D,
T0² = (α_T β_R − c′α_R)/D.

If both are positive, strict convexity makes this the single minimum in (x, y). Each of R and T can have either sign, so there are four minima of equal energy, two for each sign of P, with

P0 = |γ| R0 T0/a,

where R0, T0 and P0 denote positive magnitudes. Multiplying the stationary conditions by x and y and adding them shows that the quadratic form in parentheses equals α_R x + α_T y. Therefore

F_min = −(α_R R0² + α_T T0²)/4.

For round model parameters, not assigned to any material, take

a = 2.0×10⁹ J m/C², γ = 5.0×10⁹ V/m,
α_R = 4.0×10⁹ J/m³, β_R = 1.0×10¹¹ J/m³,
α_T = 6.0×10⁹ J/m³, β_T = 1.5×10¹¹ J/m³,
c = 2.0×10¹⁰ J/m³.

At fixed R and T the background susceptibility is 1/(ε₀a) = 56.5. The renormalized coupling is

c′ = 2.0×10¹⁰ − (5.0×10⁹)²/(2.0×10⁹) = 7.5×10⁹ J/m³,

and D = 1.494×10²² J²/m⁶. Then

R0² = (6.00×10²⁰ − 0.45×10²⁰)/(1.494×10²²) = 0.0371 rad²,
T0² = (6.00×10²⁰ − 0.30×10²⁰)/(1.494×10²²) = 0.0381 rad².

Thus R0 = 0.193 rad (11.0°) and T0 = 0.195 rad (11.2°). The polarization magnitude is

P0 = (5.0×10⁹)(0.1927)(0.1953)/(2.0×10⁹)
   = 0.0941 C/m² = 9.41 μC/cm².

Since γ is positive, the four minima are

R > 0, T > 0: P = −0.0941 C/m²
R > 0, T < 0: P = +0.0941 C/m²
R < 0, T > 0: P = +0.0941 C/m²
R < 0, T < 0: P = −0.0941 C/m²

All four have F_min = −94.4 MJ/m³. One sign change among the distortions moves between the two polarizations; two sign changes return to the same one.

Reversing P alone, with R and T held, changes the energy by −2γPRT. Equilibrium gives γRT = −aP, so the cost is

ΔF = 2aP0² = 2(2.0×10⁹)(0.0941)² = 35.4 MJ/m³.

This is not a barrier between two states. At the reversed value the derivative of F with respect to P is −2aP, where P is the original polarization. It is not zero, and it drives the polarization back if R and T stay fixed.

7. Switching routes and the effect of a field

Any continuous path that reverses R must cross R = 0. There the trilinear term vanishes, and the lowest energy is reached at P = 0 and T² = α_T/β_T:

F(R = 0) = −α_T²/(4β_T) = −60.0 MJ/m³.

To see that nothing higher lies on the best path, minimize over P and T at each R. Since y = (α_T − c′x)/β_T, the energy becomes

F(x) = −α_R x/2 + β_R x²/4 − (α_T − c′x)²/(4β_T).

Its derivative is D(x − R0²)/(2β_T), so

F(x) = F_min + D(x − R0²)²/(4β_T).

This rises steadily as x falls from R0² to zero. Along the way y remains positive, because it is linear in x and positive at both ends. The barrier for reversing R is therefore

−60.0 − (−94.4) = 34.4 MJ/m³.

Exchanging the roles of R and T gives F(T = 0) = −α_R²/(4β_R) = −40.0 MJ/m³ and a barrier of 54.4 MJ/m³. A path that joins two minima of opposite P must cross R = 0 or T = 0, so for these parameters the cheaper uniform route reverses the rotation. Along it P = −γRT/a passes continuously through zero.

These are energy densities for uniform reversal with a fixed tilt axis. Domain walls and turning of the tilt axis are outside the model, so the values should not be used as predictions of a measured coercive field.

In a field E along the tilt axis, add −EP to F. At given R and T,

P = (E − γRT)/a.

The part E/a does not reverse with the distortions, so opposite domains no longer have exactly opposite polarizations. When E exceeds γRT, about 1.7×10⁸ V/m for these parameters once R and T have adjusted, P changes sign while neither distortion has yet reversed; the reversal rule concerns the states that remain in zero field. Numerical minimization over P, R and T at E = 1.0×10⁷ V/m gives +0.0996 and −0.0886 C/m². Each is shifted upward by about 0.0055 C/m² from its zero-field value. Of this, E/a accounts for 0.0050 C/m², and the rest comes from the adjustment of R and T.

At a minimum, the derivative of F with respect to E is −P, because the derivatives with respect to P, R and T vanish. To first order the two domain energies are thus F_min ∓ EP0. The second-order terms are equal in the two domains by inversion symmetry and cancel in the difference, which is

2EP0 = 2(1.0×10⁷)(0.0941) = 1.88 MJ/m³,

with corrections of third order in E. The minimization gives the same value to the digits shown. The field selects the sign of RT. It does not distinguish the two states with that sign, since they differ by a lattice translation; which distortion reverses depends on the switching path.

8. When the polar mode is itself unstable

Suppose A < 0 and b > 0. Then h(P) = −|A|P + bP³ is no longer monotonic. Its turning points are at P = ±√(|A|/(3b)), where its magnitude is

s_c = (2|A|/3) √(|A|/(3b)).

For |s| < s_c there are three stationary values of P. The outer two are local minima. The lowest state still obeys the reversal rule, because f(P) − f(−P) = 2sP favours the sign of P opposite to s. A system that only moves downhill may nevertheless remain in the other minimum.

Take A = −1.0×10⁹ J m/C² and b = 5.0×10¹⁰ J m⁵/C⁴, for which s_c = 5.44×10⁷ V/m. Hold T = 0.2 rad and carry R in small steps from +0.2 to −0.2 rad, letting P relax downhill at each step.

For γ = 1.0×10⁹ V/m, |s| at the ends is 4.0×10⁷ V/m, below the threshold. P goes from −0.158 to −0.114 C/m². One distortion has reversed and the polarization has not.

For γ = 2.0×10⁹ V/m, |s| at the ends is 8.0×10⁷ V/m, above the threshold. P goes from −0.171 to +0.171 C/m². The old minimum disappears before R reaches its final value, and P must follow.

An implementation should therefore evaluate A at the actual R and T before deducing P from their signs. If A > 0 and b ≥ 0 at the final state, the equilibrium there is unique whatever the path. If A becomes negative on the way, for instance near R = 0, P may jump instead of passing smoothly through zero. If A < 0 at the final state and |s| < s_c, the signs of R and T do not determine P, and its history must be followed as well.

All numerical values are calculated from the stated model.
